# Pseudized ionic charge in the Kresse–Joubert PAW electrostatic energy: verification in Python

```python
"""Electrostatic PAW energy with pseudized nucleus-plus-core charge.

Result under test, per neutral crystal cell (nuclear self-energy omitted):
 E = E_H[ns+nh] + integral v_H[pzc]*(ns+nh) + U_Ewald(point ions)
   + sum over sites { E_H[n1] + (nzc)(n1) - E_H[ns1+nh] - (pzc)(ns1+nh) }
   + sum over sites { core-core + nucleus-core energy }.
ns: smooth valence density; nh: compensation density; n1, ns1: true and
smooth valence densities in a sphere; nzc: point nucleus plus core;
pzc: its smooth replacement. Electrons count positive, nuclei negative.
E_H and U_Ewald omit G=0; the local ionic potential keeps its finite limit.
Every density is a list of (charge, Gaussian standard deviation).
Units are bohr and hartree. The reference is a direct real-space sum.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad, simpson
from scipy.interpolate import CubicSpline
from scipy.special import erf, erfc, eval_legendre

hartree_ev = physical_constants["Hartree energy in eV"][0]
a, rc = 6.0, 2.4
volume = a**3
Z = {"A": 12.0, "B": 8.0}
core = {"A": [(10.0, 0.20)], "B": [(2.0, 0.15)]}
smooth = {"A": [(0.8, 1.6)], "B": [(5.5, 1.2)]}
# true minus smooth valence density, confined to the sphere
diff = {"A": [(0.2, 0.30)], "B": [(2.0, 0.20), (-0.5, 0.35)]}


def charge(gaussians):
    return sum(q for q, s in gaussians)


Zion = {x: Z[x] - charge(core[x]) for x in "AB"}
comp = {x: [(charge(diff[x]), 0.30)] for x in "AB"}
valence = {x: charge(smooth[x]) + charge(diff[x]) for x in "AB"}
n_val = sum(valence.values())
assert abs(n_val - sum(Zion.values())) < 1e-12
nearest = a * np.sqrt(3) / 2
assert 2 * rc < nearest


def integer_grid(n):
    k = np.arange(-n, n + 1)
    return np.stack(np.meshgrid(k, k, k, indexing="ij"), -1).reshape(-1, 3)


def coulomb(r, variance):
    """Interaction of unit Gaussians; variance is the sum of both variances."""
    r = np.atleast_1d(np.asarray(r, float))
    out = np.zeros_like(r)
    far = r > 1e-8
    if variance == 0:
        out[far] = 1 / r[far]       # coincident nuclei: self-energy omitted
    else:
        out[far] = erf(r[far] / np.sqrt(2 * variance)) / r[far]
        out[~far] = np.sqrt(2 / (np.pi * variance))
    return out


def reference_energy(n):
    """Explicit sum over cells: A at the centre, eight eighths of B at corners."""
    cells = a * integer_grid(n)
    corners = a / 2 * np.array([[i, j, k] for i in (-1, 1)
                               for j in (-1, 1) for k in (-1, 1)])
    place = {"A": np.zeros((1, 3)), "B": corners}
    full = {x: [(-Z[x], 0.0)] + core[x] + smooth[x] + diff[x] for x in "AB"}
    energy = 0.0
    for x in "AB":
        for y in "AB":
            shift = (place[y][None] - place[x][:, None]).reshape(-1, 3)
            dist = np.linalg.norm(cells[:, None] + shift[None], axis=-1)
            r, count = np.unique(dist.ravel().round(10), return_counts=True)
            weight = count / len(shift)
            for q, s in full[x]:
                for p, t in full[y]:
                    energy += 0.5*q*p*np.sum(weight*coulomb(r, s*s + t*t))
    return energy


# Reciprocal-space part; B sits at the body centre relative to A.
hkl = integer_grid(24)
hkl = hkl[np.any(hkl != 0, axis=1)]
G2 = (2 * np.pi / a)**2 * np.sum(hkl**2, axis=1)
phase = {"A": np.ones(len(hkl)), "B": 1.0 - 2.0 * (hkl.sum(axis=1) % 2)}


def transform(density):
    return sum(phase[x] * q * np.exp(-G2 * s * s / 2)
               for x in "AB" for q, s in density[x])


def couple_G(f, g):
    return 4 * np.pi / volume * np.sum(f * g / G2)


# Direct-lattice vectors for ion pairs and neighbour tails
near_cells = a * integer_grid(3)
position = {"A": np.zeros(3), "B": np.full(3, a / 2)}


def distances(x, y):
    d = np.linalg.norm(near_cells + position[y] - position[x], axis=1)
    return d[d > 1e-8]


def screened_pairs(eta):
    total = 0.0
    for x in "AB":
        for y in "AB":
            d = distances(x, y)
            total += 0.5 * Zion[x] * Zion[y] * np.sum(erfc(eta * d) / d)
    return total


def ewald(eta):
    structure = sum(Zion[x] * phase[x] for x in "AB")
    recip = 2*np.pi/volume*np.sum(structure**2*np.exp(-G2/(4*eta**2))/G2)
    self_term = eta / np.sqrt(np.pi) * sum(z * z for z in Zion.values())
    background = np.pi * n_val**2 / (2 * eta**2 * volume)
    return screened_pairs(eta) + recip - self_term - background


# Radial integrals inside a sphere, expressed through enclosed charge.
r = np.linspace(0, rc, 2401)


def shell(q, s, d=0.0):
    """4 pi r^2 times spherical average of a Gaussian centred at distance d."""
    norm = q / (2 * np.pi * s * s)**1.5
    if d == 0:
        return 4 * np.pi * r**2 * norm * np.exp(-r**2 / (2 * s * s))
    return (2 * np.pi * r * norm * s * s / d
            * (np.exp(-(r-d)**2/(2*s*s)) - np.exp(-(r+d)**2/(2*s*s))))


def enclosed(shell_density):
    return CubicSpline(r, shell_density).antiderivative()(r)


def local_shell(gaussians):
    return sum(shell(q, s) for q, s in gaussians)


def couple_sphere(Qf, Qg):
    integrand = np.zeros_like(r)
    integrand[1:] = Qf[1:] * Qg[1:] / r[1:]**2
    return simpson(integrand, x=r) + Qf[-1] * Qg[-1] / rc


tail_shell = {}
for x in "AB":
    tail_shell[x] = np.zeros_like(r)
    for y in "AB":
        ds, counts = np.unique(distances(x, y).round(10), return_counts=True)
        for d, c in zip(ds, counts):
            for q, s in smooth[y]:
                tail_shell[x] += c * shell(q, s, d)
    true_shell = local_shell(smooth[x] + diff[x]) + tail_shell[x]
    assert np.all(true_shell[1:] > 0)


def alpha(gaussians):
    """Finite G=0 limit from the second moment of the pseudo-ion charge."""
    return -2 * np.pi / 3 * sum(q * 3 * s * s for q, s in gaussians)


def paw_terms(pseudo, with_tails=True):
    t = {}
    N = transform(smooth) + transform(comp)
    P = transform(pseudo)
    t["hartree"] = 0.5 * couple_G(N, N)
    t["local"] = couple_G(N, P)
    t["alpha"] = n_val * sum(alpha(pseudo[x]) for x in "AB") / volume
    t["ewald"] = ewald(0.6)
    t["missing"] = 0.0
    for x in "AB":
        tail = enclosed(tail_shell[x])
        base = enclosed(local_shell(smooth[x])) + with_tails * tail
        n1 = base + enclosed(local_shell(diff[x]))
        ps1 = base + enclosed(local_shell(comp[x]))
        Qc = enclosed(local_shell(core[x]))
        nucleus = np.full_like(r, -Z[x])
        Qp = enclosed(local_shell(pseudo[x]))
        t["H_ae" + x] = 0.5 * couple_sphere(n1, n1)
        t["I_ae" + x] = couple_sphere(nucleus + Qc, n1)
        t["H_ps" + x] = -0.5 * couple_sphere(ps1, ps1)
        t["I_ps" + x] = -couple_sphere(Qp, ps1)
        t["core" + x] = (0.5 * couple_sphere(Qc, Qc)
                         + couple_sphere(nucleus, Qc))
        delta = n1 + nucleus + Qc - ps1 - Qp
        assert abs(delta[-1]) < 1e-7
        t["missing"] += couple_sphere(delta, tail)
    t["total"] = sum(v for k, v in t.items() if k != "missing")
    return t


def self_energy(gaussians):
    return 0.5 * sum(q * p * coulomb(0, s*s + t*t)[0]
                     for q, s in gaussians for p, t in gaussians)


def spread_ion_sides(pseudo):
    P = transform(pseudo)
    left = 0.5 * couple_G(P, P)
    right = ewald(0.6) + sum(self_energy(pseudo[x]) for x in "AB")
    right += n_val * sum(alpha(pseudo[x]) for x in "AB") / volume
    return left, right


shape1 = {x: [(-Zion[x], 0.35)] for x in "AB"}
shape2 = {x: [(-1.4*Zion[x], 0.30), (0.4*Zion[x], 0.25)] for x in "AB"}

# Full energy, its convergence, and freedom in the pseudo-ion shape
ref_small, ref = reference_energy(6), reference_energy(12)
first, second = paw_terms(shape1), paw_terms(shape2)
assert abs(ref - ref_small) < 2e-5
assert abs(first["total"] - ref) < 2e-6
assert abs(second["total"] - ref) < 2e-6
assert abs(first["total"] - second["total"]) < 1e-7
assert abs(first["local"] - second["local"]) > 1e-2

# Missing neighbour tails in the sphere expansion
incomplete = paw_terms(shape1, with_tails=False)
actual_error = ref - incomplete["total"]
assert abs(actual_error) > 1e-4
assert abs(actual_error - incomplete["missing"]) < 3e-6

# Point-ion replacement, also for a non-Gaussian shape
assert abs(ewald(0.6) - ewald(0.9)) < 1e-9
for pseudo in (shape1, shape2):
    left, right = spread_ion_sides(pseudo)
    assert abs(left - right) < 1e-8
ion_left, ion_right = spread_ion_sides(shape1)
wide = {x: [(-Zion[x], 1.2)] for x in "AB"}
wide_left, wide_right = spread_ion_sides(wide)
overlap_error = wide_left - wide_right
assert abs(overlap_error) > 1e-3
assert abs(overlap_error + screened_pairs(1 / 2.4)) < 1e-8

# Zero-wavevector limit and recovery of charge from the local potential
for x in "AB":
    for pseudo in (shape1, shape2):
        def short_range(u):
            v_times_r = sum(q*erf(u/(np.sqrt(2)*s)) for q, s in pseudo[x])
            return 4 * np.pi * u * (v_times_r + Zion[x])
        assert abs(quad(short_range, 0, 6)[0] - alpha(pseudo[x])) < 1e-8
u, h, width = np.array([0.2, 0.5, 0.9]), 1e-3, 0.35


def ur(v):
    return -Zion["B"] * erf(v / (np.sqrt(2) * width))


recovered = -(ur(u+h) - 2*ur(u) + ur(u-h)) / (h*h*4*np.pi*u)
expected = (-Zion["B"] * np.exp(-u*u/(2*width**2))
            / (2*np.pi*width**2)**1.5)
assert np.max(np.abs(recovered - expected)) < 2e-4  # second-order difference

# Outside a sphere only the multipole moment is visible.
x_nodes, x_weights = np.polynomial.legendre.leggauss(80)
rad, wr = rc * (x_nodes + 1) / 2, rc * x_weights / 2
cosine, wc = np.polynomial.legendre.leggauss(50)
inverse = 1 / np.sqrt(rad[:, None]**2 + nearest**2
                      - 2 * rad[:, None] * nearest * cosine)
outside = {}
for l in range(3):
    values = []
    for s in (0.20, 0.35):
        rho = (rad**l*np.exp(-rad**2/(2*s*s)))[:, None]
        rho = rho * eval_legendre(l, cosine)
        weight = 2*np.pi*(wr*rad**2)[:, None]*wc
        moment = np.sum(weight*rho*rad[:, None]**l*eval_legendre(l, cosine))
        values.append(np.sum(weight * rho * inverse) / moment)
    assert abs(values[0] - values[1]) < 1e-10
    assert abs(values[0] - nearest**(-l - 1)) < 1e-10
    outside[l] = values

print(f"cell edge: {a:.1f} bohr; sphere radius: {rc:.1f} bohr")
print(f"nearest A-B distance: {nearest:.4f} bohr")
for x in "AB":
    print(f"{x}: Z={Z[x]:.0f}, core={charge(core[x]):.0f}, "
          f"Zion={Zion[x]:.0f}, valence={valence[x]:.1f} e")
    print(f"{x} core (charge e, width bohr): {core[x]}")
    print(f"{x} smooth (charge e, width bohr): {smooth[x]}")
    print(f"{x} true-smooth (charge e, width bohr): {diff[x]}")
    print(f"{x} compensation (charge e, width bohr): {comp[x]}")
    print(f"{x} pseudo-ion 1 (charge e, width bohr): {shape1[x]}")
    print(f"{x} alpha, shape 1: {alpha(shape1[x]):.6f} hartree bohr^3")
print("Energies per cell, pseudo-ion shape 1:")
labels = {"hartree": "smooth Hartree, G=0 omitted",
          "local": "local ionic, G=0 omitted",
          "alpha": "local ionic, G=0 limit", "ewald": "Ewald point ions"}
for key, label in labels.items():
    print(f"{label}: {first[key]:.6f} hartree")
for x in "AB":
    print(f"{x} true Hartree, spherical: {first['H_ae'+x]:.6f} hartree")
    print(f"{x} true ionic: {first['I_ae'+x]:.6f} hartree")
    print(f"{x} minus smooth Hartree, spherical: "
          f"{first['H_ps'+x]:.6f} hartree")
    print(f"{x} minus smooth ionic: {first['I_ps'+x]:.6f} hartree")
    print(f"{x} core constant: {first['core'+x]:.6f} hartree")
print(f"PAW total: {first['total']:.6f} hartree "
      f"= {first['total']*hartree_ev:.4f} eV")
print(f"direct all-electron total: {ref:.6f} hartree")
print(f"PAW minus direct: {first['total']-ref:.1e} hartree")
print(f"direct sum, 12 minus 6 shells: {ref-ref_small:.1e} hartree")
print("Pseudo-ion shape 2: charges -1.4 Zion and +0.4 Zion,")
print(f"widths {shape2['A'][0][1]:.2f} and {shape2['A'][1][1]:.2f} bohr")
print(f"shape 2 local, G=0 omitted: {second['local']:.6f} hartree")
print(f"shape 2 local, G=0 limit: {second['alpha']:.6f} hartree")
print(f"shape 2 PAW total: {second['total']:.6f} hartree")
print(f"missing tails, exact minus PAW: {actual_error:.6f} hartree")
print(f"missing tails, predicted: {incomplete['missing']:.6f} hartree")
print(f"spread-ion reciprocal energy: {ion_left:.6f} hartree")
print(f"Ewald + self + alpha energy: {ion_right:.6f} hartree")
print(f"overlap error at width {wide['A'][0][1]:.1f} bohr: "
      f"{overlap_error:.6f} hartree")
for l in range(3):
    print(f"unit l={l} moment, outside potential: "
          f"{outside[l][0]:.6f} hartree/e")
print("all tests passed")
```

Running it gives:

```
cell edge: 6.0 bohr; sphere radius: 2.4 bohr
nearest A-B distance: 5.1962 bohr
A: Z=12, core=10, Zion=2, valence=1.0 e
A core (charge e, width bohr): [(10.0, 0.2)]
A smooth (charge e, width bohr): [(0.8, 1.6)]
A true-smooth (charge e, width bohr): [(0.2, 0.3)]
A compensation (charge e, width bohr): [(0.2, 0.3)]
A pseudo-ion 1 (charge e, width bohr): [(-2.0, 0.35)]
A alpha, shape 1: 1.539380 hartree bohr^3
B: Z=8, core=2, Zion=6, valence=7.0 e
B core (charge e, width bohr): [(2.0, 0.15)]
B smooth (charge e, width bohr): [(5.5, 1.2)]
B true-smooth (charge e, width bohr): [(2.0, 0.2), (-0.5, 0.35)]
B compensation (charge e, width bohr): [(1.5, 0.3)]
B pseudo-ion 1 (charge e, width bohr): [(-6.0, 0.35)]
B alpha, shape 1: 4.618141 hartree bohr^3
Energies per cell, pseudo-ion shape 1:
smooth Hartree, G=0 omitted: 4.299968 hartree
local ionic, G=0 omitted: -17.204828 hartree
local ionic, G=0 limit: 0.228056 hartree
Ewald point ions: -11.061530 hartree
A true Hartree, spherical: 0.189665 hartree
A true ionic: -2.714266 hartree
A minus smooth Hartree, spherical: -0.189665 hartree
A minus smooth ionic: 1.399194 hartree
A core constant: -337.683341 hartree
B true Hartree, spherical: 13.647262 hartree
B true ionic: -63.403762 hartree
B minus smooth Hartree, spherical: -11.761065 hartree
B minus smooth ionic: 34.003277 hartree
B core constant: -77.585159 hartree
PAW total: -467.836193 hartree = -12730.4713 eV
direct all-electron total: -467.836193 hartree
PAW minus direct: 1.5e-07 hartree
direct sum, 12 minus 6 shells: -4.1e-08 hartree
Pseudo-ion shape 2: charges -1.4 Zion and +0.4 Zion,
widths 0.30 and 0.25 bohr
shape 2 local, G=0 omitted: -18.110243 hartree
shape 2 local, G=0 limit: 0.188030 hartree
shape 2 PAW total: -467.836193 hartree
missing tails, exact minus PAW: -0.003296 hartree
missing tails, predicted: -0.003296 hartree
spread-ion reciprocal energy: 21.405931 hartree
Ewald + self + alpha energy: 21.405931 hartree
overlap error at width 1.2 bohr: -0.048794 hartree
unit l=0 moment, outside potential: 0.192450 hartree/e
unit l=1 moment, outside potential: 0.037037 hartree/e
unit l=2 moment, outside potential: 0.007128 hartree/e
all tests passed
```
